# The nonanalytic dynamical-matrix term and direction-dependent zone-centre phonons in wurtzite

Long-wavelength lattice vibrations of a polar crystal can carry an electric polarization. If the polarization has a component along the wavevector $\mathbf q$, bound charge accumulates in planes normal to $\mathbf q$, and the resulting macroscopic field acts back on the ions. The strength of this field depends on the angle between polarization and wavevector, but not on the wavelength, so it survives as $q\to0$, as long as retardation can be neglected. What, then, is the phonon spectrum at the zone centre, and how does it depend on the direction from which the centre is approached when the crystal itself is anisotropic, as wurtzite is?

## Conventions and regime

Hartree atomic units are used, with $e=4\pi\varepsilon_0=1$; in SI units the factor $4\pi/V$ of the force-constant term (8) becomes $e^2/(\varepsilon_0V)$, and that of the field relations (6) and (7) becomes $e/(\varepsilon_0V)$, with Born charges in units of $e$. The cell volume is $V$, atoms are labelled $\kappa$, and Greek indices $\alpha,\beta,\gamma$ are Cartesian. The displacement of atom $\kappa$ in cell $\mathbf R$ is $\mathbf u_\kappa e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}$, where $\boldsymbol\tau_\kappa$ is its position in the cell.

The crystal is a bulk insulator, its motion is harmonic, and its electrons follow the ions adiabatically. The wavevector satisfies

$$\omega/c_0\ll q\ll 1/a, \tag{1}$$

with $c_0$ the speed of light and $a$ a lattice constant. It must also be large compared with the inverse sample size, so that surfaces do not set the field.

## Forces and polarization in a given field

Over a region much larger than a cell but much smaller than a wavelength, the crystal sees a cell-periodic displacement pattern and a uniform field $\mathbf E$. With the electrons relaxed at fixed $\mathbf u$ and $\mathbf E$, the quadratic energy per cell is

$$\mathcal F=\tfrac12\sum u_{\kappa\beta}C^0_{\kappa\beta,\kappa'\gamma}u_{\kappa'\gamma}-\sum E_\alpha Z_{\kappa,\alpha\beta}u_{\kappa\beta}-\frac{V}{8\pi}\sum E_\alpha(\varepsilon_{\alpha\beta}-\delta_{\alpha\beta})E_\beta . \tag{2}$$

Here $C^0$ is the force-constant matrix at zero macroscopic field and $\varepsilon$ is the dielectric tensor with clamped ions. The force is $-\partial\mathcal F/\partial u$ and the cell dipole is $V\mathbf P=-\partial\mathcal F/\partial\mathbf E$:

$$F_{\kappa\beta}=-\sum_{\kappa'\gamma}C^0_{\kappa\beta,\kappa'\gamma}u_{\kappa'\gamma}+\sum_\alpha E_\alpha Z_{\kappa,\alpha\beta}, \tag{3}$$

$$P_\alpha=\frac1V\sum_{\kappa\beta}Z_{\kappa,\alpha\beta}u_{\kappa\beta}+\frac1{4\pi}\sum_\beta(\varepsilon_{\alpha\beta}-\delta_{\alpha\beta})E_\beta . \tag{4}$$

The same Born charge tensor $Z_{\kappa,\alpha\beta}=V\,\partial P_\alpha/\partial u_{\kappa\beta}|_{\mathbf E=0}$ enters both relations because both come from one mixed term of (2). Its first index belongs to the field and its second to the displacement.

At finite $q$, gradients of $\mathbf u$ and $\mathbf E$ add corrections. Each gradient brings a factor $i\mathbf q$ with a real coefficient, so the first correction to the force constants is imaginary and odd in $\mathbf q$.

## The macroscopic field

For a wave of frequency $\omega$, Maxwell's equations give a transverse field $\mathbf E_T=(\omega/c_0q)^2\mathbf D$, with $\mathbf D=\mathbf E+4\pi\mathbf P$. This is negligible under (1), so the field is longitudinal. There is no free charge, so $\mathbf D$ has no divergence:

$$\mathbf E=\mathbf q\,\phi,\qquad \mathbf q\cdot(\mathbf E+4\pi\mathbf P)=0. \tag{5}$$

Inserting (4) into the second condition, the term $\mathbf q\cdot\mathbf E$ cancels against the $-\delta_{\alpha\beta}$ part of the electronic polarization, leaving

$$\mathbf q\cdot\varepsilon\cdot\mathbf E+\frac{4\pi}{V}\sum_{\kappa\beta}(\mathbf q\cdot Z_\kappa)_\beta u_{\kappa\beta}=0,\qquad (\mathbf q\cdot Z_\kappa)_\beta=\sum_\alpha q_\alpha Z_{\kappa,\alpha\beta}. \tag{6}$$

With $\mathbf E=\mathbf q\phi$ the first term is $\phi\,\mathbf q\cdot\varepsilon\cdot\mathbf q$. Solving for $\phi$ gives

$$\mathbf E=-\frac{4\pi}{V}\,\frac{\mathbf q}{\mathbf q\cdot\varepsilon\cdot\mathbf q}\sum_{\kappa'\gamma}(\mathbf q\cdot Z_{\kappa'})_\gamma u_{\kappa'\gamma}. \tag{7}$$

The second term of (3) now becomes linear in the displacements. Writing the whole force as $-Cu$ turns the minus sign of (7) into a plus sign:

$$C_{\kappa\beta,\kappa'\gamma}(\hat{\mathbf q})=C^0_{\kappa\beta,\kappa'\gamma}+\frac{4\pi}{V}\frac{(\mathbf q\cdot Z_\kappa)_\beta(\mathbf q\cdot Z_{\kappa'})_\gamma}{\mathbf q\cdot\varepsilon\cdot\mathbf q}. \tag{8}$$

Division by $\sqrt{M_\kappa M_{\kappa'}}$ gives the dynamical matrix, whose eigenvalues are $\omega^2$.

The added term has equal powers of $q$ above and below, so it depends on direction but not on length. A function of this kind that is not constant has no unique value at $\mathbf q=0$, which is why the term is called nonanalytic. The field-free matrix $C^0$ has one definite spectrum; the limit $q\to0$ of the phonon branches is what depends on direction.

For any displacement $v$ the term contributes $(4\pi/V)|\sum(\mathbf q\cdot Z_\kappa)_\beta v_{\kappa\beta}|^2/(\mathbf q\cdot\varepsilon\cdot\mathbf q)\ge0$, so it can only stiffen the lattice. It vanishes for a rigid translation: a uniform field exerts no net force on a neutral cell, and (3) then requires

$$\sum_\kappa Z_{\kappa,\alpha\beta}=0. \tag{9}$$

## Why the electrons enter through $\mathbf q\cdot\varepsilon\cdot\mathbf q$

The same result follows from bare charges. Let nuclei or rigid cores have coordinates $u$ and let the electrons be represented by harmonic coordinates $s$. Their bare charges, projected on the unit vector $\hat{\mathbf q}$, form vectors $a$ and $b$, so the cell dipole along $\hat{\mathbf q}$ is $D=a\cdot u+b\cdot s$. In vacuum Poisson's equation gives the field $-(4\pi/V)\hat{\mathbf q}D$, and the energy is

$$W=\tfrac12u\cdot Au+u\cdot Bs+\tfrac12s\cdot Ks+\tfrac12\lambda D^2,\qquad \lambda=\frac{4\pi}V. \tag{10}$$

The first three terms hold all field-free couplings. Minimizing over $s$ gives $Ks+B^Tu+\lambda bD=0$, hence $s=-K^{-1}(B^Tu+\lambda bD)$. Putting this into $D$,

$$D=z\cdot u-\lambda(b\cdot K^{-1}b)D\;\Rightarrow\;D=\frac{z\cdot u}{1+\lambda\,b\cdot K^{-1}b},\qquad z=a-BK^{-1}b. \tag{11}$$

If instead a field $E$ along $\hat{\mathbf q}$ is prescribed, $Ks+B^Tu=bE$ and the dipole is $z\cdot u+(b\cdot K^{-1}b)E$. Comparison with (4) identifies $z$ with $\hat{\mathbf q}\cdot Z$ and the denominator of (11) with $\hat{\mathbf q}\cdot\varepsilon\cdot\hat{\mathbf q}$. The gradient of $W$ with respect to $u$ is

$$Au+Bs+\lambda aD=(A-BK^{-1}B^T)u+\lambda zD, \tag{12}$$

which is (8) again. Eliminating the electrons thus does two things to the bare term: it replaces bare charges by Born charges, and $q^2$ by $\mathbf q\cdot\varepsilon\cdot\mathbf q$. The ionic part of the screening must not be included in $\varepsilon$, because the ions are still explicit variables.

## Wurtzite: which modes feel the field

Wurtzite has two cations and two anions per cell. Every atom lies on a threefold axis parallel to $c$ and on mirror planes containing it, so its Born tensor is $\mathrm{diag}(Z_\perp,Z_\perp,Z_\parallel)$. The two equal atoms are exchanged by a half-turn about $c$ combined with a shift of $c/2$. This leaves the diagonal tensor unchanged, so they have equal tensors. By (9) the anion tensors are the negatives of the cation ones. Likewise $\varepsilon=\mathrm{diag}(\varepsilon_\perp,\varepsilon_\perp,\varepsilon_\parallel)$.

The threefold axis separates displacements along $c$ from those in the plane. The screw operation separates each set into motions in which equal atoms move in phase and motions in which they move in opposition:

- along $c$: two in-phase modes ($A_1$) and two opposed modes ($B_1$);
- in the plane: two in-phase pairs ($E_1$) and two opposed pairs ($E_2$).

One $A_1$ mode and one $E_1$ pair are rigid translations. The optical modes are therefore $A_1+E_1+2B_1+2E_2$. In $B_1$ and $E_2$ the dipoles of equal atoms cancel, so only $A_1$ and $E_1$ are polar.

Let $u_c,u_a$ be the cation and anion displacements in a polar optical mode. Orthogonality to translation gives $M_cu_c+M_au_a=0$, and normalization gives $2(M_cu_c^2+M_au_a^2)=1$. Eliminating $u_a$,

$$u_c^2=\frac{M_a}{2M_c(M_c+M_a)},\qquad S=2Z(u_c-u_a)=2Zu_c\frac{M_c+M_a}{M_a}. \tag{13}$$

The mode charge $S$ is the dipole per unit normal coordinate. Squaring it,

$$S^2=\frac{2Z^2}{\mu},\qquad \mu=\frac{M_cM_a}{M_c+M_a}, \tag{14}$$

with $Z_\parallel$ for $A_1$ and $Z_\perp$ for $E_1$.

## The angular problem

Let $\hat{\mathbf q}=(\sin\theta,0,\cos\theta)$, with $\theta$ measured from the $c$ axis. In the basis of field-free modes, the added part of the dynamical matrix is $(4\pi/V)(\hat{\mathbf q}\cdot\mathbf S_m)(\hat{\mathbf q}\cdot\mathbf S_n)/\varepsilon(\theta)$, where $\mathbf S_m$ is the dipole of mode $m$. It acts on $A_1$ and on the $E_1$ partner polarized along $x$. The partner along $y$ is normal to $\mathbf q$ and keeps its field-free frequency. With $T_A,T_E$ the squared field-free frequencies, the coupled block is

$$H=\begin{pmatrix}T_A&0\\0&T_E\end{pmatrix}+\frac{4\pi}{V\varepsilon(\theta)}\,ww^T,\quad w=\begin{pmatrix}S_\parallel\cos\theta\\S_\perp\sin\theta\end{pmatrix},\quad \varepsilon(\theta)=\varepsilon_\parallel\cos^2\theta+\varepsilon_\perp\sin^2\theta. \tag{15}$$

An eigenvector $v$ with eigenvalue $x=\omega^2$ different from $T_A$ and $T_E$ obeys $v_i=-\frac{4\pi}{V\varepsilon(\theta)}\frac{w_i(w\cdot v)}{T_i-x}$. Multiplying by $w_i$, summing and cancelling $w\cdot v$ gives

$$1+\frac{4\pi}{V\varepsilon(\theta)}\left[\frac{S_\parallel^2\cos^2\theta}{T_A-\omega^2}+\frac{S_\perp^2\sin^2\theta}{T_E-\omega^2}\right]=0. \tag{16}$$

Multiplication by $\varepsilon(\theta)$ groups this into

$$\varepsilon_\parallel(\omega)\cos^2\theta+\varepsilon_\perp(\omega)\sin^2\theta=0,\qquad \varepsilon_\parallel(\omega)=\varepsilon_\parallel+\frac{4\pi S_\parallel^2/V}{T_A-\omega^2}, \tag{17}$$

and similarly for $\varepsilon_\perp(\omega)$ with $S_\perp$ and $T_E$. These are the dielectric functions including the lattice, since a driven mode has amplitude $SE/(T-\omega^2)$ and dipole $S$ times that amplitude.

**Along and across the axis.** At $\theta=0$ and $90^\circ$ the matrix (15) is diagonal. The shifted squared frequencies are

$$L_A=T_A+\frac{4\pi S_\parallel^2}{V\varepsilon_\parallel},\qquad L_E=T_E+\frac{4\pi S_\perp^2}{V\varepsilon_\perp}. \tag{18}$$

Along $c$ the polar modes are $A_1$(LO) and $E_1$(TO) twice. Across $c$ they are $A_1$(TO), $E_1$(TO) and $E_1$(LO).

**When the dependence disappears.** The trace of $H$ is $T_A+L_E$ at $90^\circ$ and $L_A+T_E$ at $0^\circ$. Equality requires $S_\parallel^2/\varepsilon_\parallel=S_\perp^2/\varepsilon_\perp$, that is, a common shift $\Lambda$. The determinants are then $T_AT_E+\Lambda T_A$ and $T_AT_E+\Lambda T_E$, so $T_A=T_E$ is also needed if $\Lambda\ne0$. Both conditions together suffice: $(4\pi/V)|w|^2/\varepsilon(\theta)=\Lambda$ at every angle, and the eigenvalues are $T$ and $T+\Lambda$. Wurtzite symmetry imposes neither condition, so its polar frequencies in general depend on direction.

**Two regimes in between.** If $|T_A-T_E|$ is large compared with the elements of the field term, the off-diagonal element of $H$ matters only in second order. Each branch then keeps its $A_1$ or $E_1$ character and moves between its TO and LO values. If the field term dominates, its eigenvectors, parallel and perpendicular to $w$, are the natural starting point. First-order perturbation theory gives

$$\omega_-^2\approx\frac{T_Aw_2^2+T_Ew_1^2}{|w|^2},\qquad \omega_+^2\approx\frac{T_Aw_1^2+T_Ew_2^2}{|w|^2}+\frac{4\pi|w|^2}{V\varepsilon(\theta)}. \tag{19}$$

The branches are now quasi-transverse and quasi-longitudinal, and $A_1$ and $E_1$ characters mix at oblique angles.

## A model wurtzite crystal

Take $a=6.0$ and $c=9.6$ bohr, internal parameter 0.38, and masses 60 and 20 u, so that $\mu=15$ u. The ions carry $\pm1.2\,e$. Each anion consists of a core and a shell joined by a spring, which represents its electronic polarizability; the core carries $+1.8\,e$ and the shell $-3.0\,e$. Further springs join neighbouring cations and anion cores, with stretching constants 0.26 Ha/bohr² for the bond along $c$ and 0.20 Ha/bohr² for the three other bonds, and a transverse constant of 0.05 Ha/bohr². The core-shell spring is softer along $c$ (0.55 Ha/bohr²) than across it (0.70 Ha/bohr²). This choice, rather than the wurtzite structure itself, produces most of the anisotropy of the dielectric tensor and the Born charges below: with 0.70 Ha/bohr² in every direction, $\varepsilon_\perp$ and $\varepsilon_\parallel$ would be 2.68 and 2.70, and $Z_\perp$ and $Z_\parallel$ would be 1.87 and 1.89. It is not what separates the field-free $A_1$ and $E_1$ frequencies, which would then be 830 and 774 cm$^{-1}$. That $A_1$ lies above $E_1$ is due to the stiffer bond spring along $c$: with 0.20 Ha/bohr² for all four bonds and the other parameters unchanged, the two frequencies would be 750 and 774 cm$^{-1}$, in the opposite order. These are round model parameters, not those of a named material.

The field-free response gives $Z_\perp=1.869$, $Z_\parallel=2.236$, $\varepsilon_\perp=2.678$ and $\varepsilon_\parallel=3.573$. The Born charges exceed the ionic charge of 1.2 through the electronic part of $z$ in (11).

The complete Coulomb lattice sum at small $q$, evaluated without use of (8), tests the formula. The sum uses the instantaneous Coulomb interaction, so $q$ can be taken as small as desired, even below $\omega/c_0\approx3\times10^{-5}$ bohr$^{-1}$, where retardation would matter in a real crystal. Along $\hat{\mathbf q}=(0.36,0.48,0.80)$,

$$\hat{\mathbf q}\cdot\varepsilon\cdot\hat{\mathbf q}=0.36(2.678)+0.64(3.573)=3.251. \tag{20}$$

The largest elements of the nonanalytic term belong to motion along $c$ and have the same magnitude for cations and anions. With $V=299.3$ bohr³ this magnitude is $(4\pi/299.3)(0.80\times2.2355)^2/3.251=0.0413$ Ha/bohr². At $q=10^{-5}$ bohr$^{-1}$ the largest matrix discrepancy is $6.7\times10^{-6}$ Ha/bohr², and it falls in proportion to $q$. Averaging over $\mathbf q$ and $-\mathbf q$ reduces it to about $10^{-10}$ Ha/bohr², as expected for an odd correction. Replacing $\varepsilon$ by its isotropic average leaves an error of $3.8\times10^{-3}$ Ha/bohr², about 9% of the largest element, which does not vanish with $q$.

The field-free frequencies are 817.40 cm$^{-1}$ for $A_1$ and 773.91 cm$^{-1}$ for $E_1$, and $4\pi S^2/V$ is 739271 and 516932 cm$^{-2}$. The ratio of the last two, 0.699, equals $(Z_\perp/Z_\parallel)^2$, as (14) requires. Equation (18) gives

$$\omega_{A_1\mathrm{(LO)}}=\sqrt{817.40^2+739271/3.5734}=935.4\ \mathrm{cm}^{-1}, \tag{21}$$

$$\omega_{E_1\mathrm{(LO)}}=\sqrt{773.91^2+516932/2.6784}=889.9\ \mathrm{cm}^{-1}. \tag{22}$$

At $45^\circ$ the diagonal elements of $H$ are 786396 and 681629 cm$^{-2}$ and the off-diagonal element is 98881 cm$^{-2}$. Hence

$$\omega_\pm^2=734013\pm\sqrt{52383^2+98881^2}=734013\pm111899\ \mathrm{cm}^{-2}, \tag{23}$$

or 788.7 and 919.7 cm$^{-1}$. The angular dependence is:

| $\theta$ | lower (cm$^{-1}$) | upper (cm$^{-1}$) |
|---:|---:|---:|
| 0° | 773.9 | 935.4 |
| 30° | 780.4 | 928.5 |
| 45° | 788.7 | 919.7 |
| 60° | 800.0 | 908.0 |
| 90° | 817.4 | 889.9 |

At $q=10^{-5}$ bohr$^{-1}$ the lattice sum reproduces these values, before rounding, and the other optical frequencies to better than $10^{-6}$ cm$^{-1}$. The $B_1$ and $E_2$ frequencies do not change with angle.

The lower branch starts as $E_1$(TO) and ends as $A_1$(TO); the upper one starts as $A_1$(LO) and ends as $E_1$(LO). Equation (16) shows why. For $T_E<T_A$ and an oblique angle, its left side runs from $-\infty$ just above $T_E$ to $+\infty$ just below $T_A$, so one root is confined between the two TO values. At $0^\circ$ the eigenvalues are $T_E$ and $L_A>T_A$, so this root starts at $T_E$. At $90^\circ$ they are $T_A$ and $L_E$; here $L_E>T_A$ (889.9 against 817.4 cm$^{-1}$), so the confined root ends at $T_A$. If $L_E$ lay below $T_A$, it would end at $E_1$(LO) instead, as in the first regime. The field shifts, about 200000 cm$^{-2}$, also exceed $T_A-T_E\approx69000$ cm$^{-2}$, which places this crystal nearer the second regime. At $45^\circ$ the estimates (19) are 792.1 and 916.8 cm$^{-1}$, each within 4 cm$^{-1}$ of the values from (23).

## Where the result stops

Each condition used above marks a limit of (8). When $q$ becomes comparable with $\omega/c_0$, the transverse field is no longer negligible and the modes mix with light. With mobile carriers, the no-free-charge condition in (5) fails. In an isolated layer the field extends into the vacuum, and the bulk relation (7) does not apply. At larger $q$ the gradient corrections must be kept: here they reach $6.7\times10^{-3}$ Ha/bohr² at $q=10^{-2}$ bohr$^{-1}$, about 16% of the largest nonanalytic element. The optical frequencies respond much less: along the direction used in (20) they change by at most 0.12 cm$^{-1}$ at this $q$, and the change falls as $q^2$. The numerical output lists the remaining values for the model crystal.

## Computed values

```
lattice a, c = 6.0, 9.6 bohr; internal parameter u = 0.38
cell volume V = 299.298 bohr^3
masses cation, anion, reduced = 60.0, 20.0, 15.0 u
charges cation, anion core, shell = 1.2 1.8 -3.0 e
bond springs axial, basal, transverse = 0.26, 0.2, 0.05 Ha/bohr^2
core-shell springs perp, par = 0.7, 0.55 Ha/bohr^2
Born charge cation: perp 1.8693, par 2.2355 e
dielectric tensor: perp 2.6784, par 3.5734
Ewald splitting error = 1.9e-16 bohr^-3
largest element of nonanalytic term = 0.04130 Ha/bohr^2
|q| = 1e-02 bohr^-1: matrix error 6.71e-03 Ha/bohr^2
|q| = 1e-03 bohr^-1: matrix error 6.71e-04 Ha/bohr^2
|q| = 1e-04 bohr^-1: matrix error 6.71e-05 Ha/bohr^2
|q| = 1e-05 bohr^-1: matrix error 6.71e-06 Ha/bohr^2
matrix error, average over q and -q, smallest |q| = 9.8e-11 Ha/bohr^2
matrix error with averaged eps = 3.81e-03 Ha/bohr^2
relative error of macroscopic field = 2.0e-06
field-free A1(TO) = 817.40 cm^-1
field-free E1(TO) = 773.91 cm^-1
nonpolar B1 = 418.32, 807.33 cm^-1
nonpolar E2 = 272.41, 272.41, 726.47, 726.47 cm^-1
4 pi S^2/V: par 739270.8, perp 516931.9 cm^-2
4 pi S^2/(V eps): par 206879.6, perp 193002.5 cm^-2
A1(LO) = 935.43 cm^-1, E1(LO) = 889.91 cm^-1
2x2 matrix at 45 deg: AA 786396.3, EE 681629.4, AE 98881.1 cm^-2
angle/deg, eps(angle), formula low, high, lattice sum low, high (cm^-1)
  0  3.5734  773.91  935.43  773.91  935.43
 30  3.3497  780.44  928.50  780.44  928.50
 45  3.1259  788.74  919.73  788.74  919.73
 60  2.9021  799.97  907.98  799.97  907.98
 90  2.6784  817.40  889.91  817.40  889.91
largest frequency error, all 9 optical modes = 1.8e-07 cm^-1
lowest frequency at zone boundary (negative = unstable), cm^-1:
  M 271.5, K 310.8, A 187.1, L 299.4, H 308.4
```
